# The Rate-Window Condition of Deep-Level Transient Spectroscopy

A temperature scan in deep-level transient spectroscopy gives a peak, but the position of the peak does not give the trap's activation energy or capture cross-section until an emission rate is attached to it. Suppose the capacitance is sampled 10 ms and 50 ms after each filling pulse, and the difference peaks at 205 K. The two sampling times suggest rates of 100 s⁻¹ and 20 s⁻¹, and both are wrong. At a given activation energy the capture cross-section inferred from the peak is proportional to the assigned rate. Taking 100 s⁻¹ instead of the correct 40.2 s⁻¹ makes it too large by a factor of 2.5.

## Setting and assumptions

A reverse-biased Schottky diode on n-type material contains one electron trap level. A pulse to lower reverse bias fills the traps. The reverse bias is then restored at \(t=0\), and the traps emit electrons at a rate \(e\) per filled trap. Let \(n_T\) be the density of filled traps and \(N_T\) the total trap density. If capture and hole emission are negligible,

\[
\frac{dn_T}{dt}=-e\,n_T,\qquad n_T(t)=N_T\,y(t),\qquad y=\exp(-et).
\]

The assumptions are:

1. Each transient is recorded at constant temperature and has the form \(C(t)=C_\infty+\Delta C_0\exp(-et)\).
2. The rate \(e(T)\) increases continuously with temperature, and the scan passes through the rate found below.
3. The amplitude \(\Delta C_0\) does not depend on temperature.
4. The sampling times \(0<t_1<t_2\) stay fixed during the scan.

The recorded signal is

\[
S=C(t_1)-C(t_2)=\Delta C_0\,g(e),\qquad g(e)=\exp(-et_1)-\exp(-et_2).
\]

The constant \(C_\infty\) has cancelled. For a majority-carrier trap \(\Delta C_0<0\), so \(S\) is negative and its magnitude has the peak.

## Lemma 1: the rate rises with temperature

**Statement.** For a temperature-independent apparent cross-section \(\sigma\) and activation energy \(E\),

\[
e=\sigma vN_c\exp\!\left(-\frac{E}{kT}\right),\qquad
\frac{de}{dT}=\frac{e}{T}\left(2+\frac{E}{kT}\right)>0,
\]

where \(v\) is the mean thermal speed and \(N_c\) the effective density of states of the conduction band.

**Proof.** In equilibrium, emission from filled traps balances capture into empty ones. With electron density \(n\) and filled fraction \(p\),

\[
e\,p=\sigma v n(1-p).
\]

For a level of energy \(E_T\) with unit degeneracy, \((1-p)/p=\exp[(E_T-E_F)/kT]\). For non-degenerate electrons, \(n=N_c\exp[-(E_C-E_F)/kT]\). In the product the Fermi energy \(E_F\) cancels:

\[
e=\sigma vN_c\exp[-(E_C-E_T)/kT].
\]

If \(E_C-E_T\) is a free energy \(E-Ts\) with constant entropy \(s\), the extra factor \(\exp(s/k)\) is constant. It is absorbed in \(\sigma\), as is a degeneracy ratio; hence the word apparent.

Since \(v\propto T^{1/2}\) and \(N_c\propto T^{3/2}\), we have \(\ln e=\text{const}+2\ln T-E/kT\). Its derivative is \(2/T+E/kT^2\), which gives the stated slope. ∎

## Lemma 2: when the capacitance is exponential

**Statement.** Let the donor density \(N_D\) be uniform, and let the trap be an acceptor: negative when filled, neutral when empty. Let \(W_\infty\) and \(W_p\) be the depletion widths at reverse and pulse bias, \(\nu=N_T/N_D\) and \(\rho=W_p^2/W_\infty^2\). In the depletion approximation with sharp edges,

\[
\frac{C}{C_\infty}=\sqrt{\frac{1-\nu y}{1-\rho\nu y}}
=1-\frac{\nu(1-\rho)}2\left(y+\kappa y^2\right)+O(\nu^3),\qquad
\kappa=\frac{\nu(1+3\rho)}4 .
\]

**Proof.** Integrating Poisson's equation twice gives the total band-bending voltage \(V=(q/\varepsilon)\int_0^W xN(x)\,dx\), where \(qN(x)\) is the charge density. Traps at \(x<W_p\) stayed depleted during the pulse and are empty. Those between \(W_p\) and \(W\) are filled to the fraction \(y\). The voltage is the same at time \(t\) and at the end, so

\[
N_DW^2-N_Ty(W^2-W_p^2)=N_DW_\infty^2 .
\]

Division by \(N_DW_\infty^2\) gives \((W/W_\infty)^2(1-\nu y)=1-\rho\nu y\). The capacitance is inversely proportional to \(W\), which gives the square root.

For the expansion, take the logarithm:

\[
\ln\frac C{C_\infty}=-\frac{(1-\rho)\nu y}{2}-\frac{(1-\rho^2)\nu^2y^2}{4}+O(\nu^3).
\]

Exponentiation adds half the square of the first term, \((1-\rho)^2\nu^2y^2/8\). Factoring out \(-\nu(1-\rho)/2\) leaves \(y\) plus \(y^2\) times

\[
\nu\left[\frac{1+\rho}{2}-\frac{1-\rho}{4}\right]=\frac{\nu(1+3\rho)}{4}.\qquad∎
\]

To leading order in \(\nu\) the transient is therefore exponential, with \(\Delta C_0=-C_\infty\nu(1-\rho)/2\). The sign is negative because filled acceptors reduce the positive space charge and widen the depletion layer.

## Theorem: the rate-window condition

**Statement.** Under assumptions 1 to 4, \(|S|\) has a single maximum over temperature. It occurs where

\[
\boxed{\,e(T)=e^*=\frac{\ln(t_2/t_1)}{t_2-t_1}\,}
\]

and its height, with \(r=t_2/t_1\), is

\[
\frac{|S|_{\max}}{|\Delta C_0|}=g^*=(r-1)\,r^{-r/(r-1)} .
\]

**Proof.** Because \(\Delta C_0\) is constant, the chain rule gives

\[
\frac{d|S|}{dT}=|\Delta C_0|\,g'(e)\frac{de}{dT},\qquad
g'(e)=t_2\exp(-et_2)-t_1\exp(-et_1).
\]

The factor \(de/dT\) is positive, so the sign is that of \(g'\). Factoring,

\[
g'(e)=t_1\exp(-et_1)\left\{r\exp[-e(t_2-t_1)]-1\right\}.
\]

The bracket decreases steadily with \(e\). It vanishes when \(e(t_2-t_1)=\ln r\), that is at \(e^*\), is positive below it and negative above it. Thus \(|S|\) rises up to \(e^*\) and falls beyond, which makes this stationary point the global maximum.

For the height, use \(e^*t_1=\ln r/(r-1)\) and \(e^*t_2=r\ln r/(r-1)\):

\[
g^*=r^{-1/(r-1)}-r^{-r/(r-1)} .
\]

The first exponent equals \(1-r/(r-1)\), so the first term is \(r\) times the second, which gives the stated form. ∎

**Remark: the variable being varied.** The maximum is over temperature, not over the sampling times. At fixed \(e\), \(\partial g/\partial t_2=e\exp(-et_2)>0\) and \(\partial g/\partial t_1=-e\exp(-et_1)<0\). A later second sample or an earlier first one always increases the difference, so neither derivative vanishes at finite times.

**Remark: limits.** For \(r>1\), \(1-1/r<\ln r<r-1\). Division by \(t_2-t_1\) gives \(1/t_2<e^*<1/t_1\).

- As \(r\to1\) at fixed \(t_1\), \(\ln r/(r-1)\to1\), so \(e^*\to1/t_1\). The height tends to \((r-1)\exp(-1)\), so the signal vanishes. The peak does not become arbitrarily narrow, because \(g/(r-1)\) tends to \(et_1\exp(-et_1)\), a curve of finite width in \(\ln e\).
- As \(r\to\infty\) at fixed \(t_1\), \(e^*t_1\to0\) while \(e^*t_2\to\infty\). At the peak the first sample sees nearly the full amplitude and the second nearly none, and the height tends to 1.

**Remark: two levels.** If two exponentials overlap, the condition becomes \(\sum_i\Delta C_i\,g'(e_i)\,de_i/dT=0\). When the first rate equals \(e^*\), its term vanishes but the second in general does not. The observed maximum is then displaced, and \(e^*\) belongs to neither level.

## Worked example: a trap in silicon

Take \(E=0.40\) eV, \(\sigma=1.0\times10^{-15}\) cm², \(N_D=10^{15}\) cm⁻³ and \(N_T=10^{13}\) cm⁻³, with reverse bias 5 V and a pulse to 0 V. The barrier height is 0.80 eV, the relative permittivity 11.7, and the six valleys have longitudinal and transverse masses of 0.92 and 0.19 electron masses. For samples at 10 and 50 ms,

\[
e^*=\frac{\ln5}{0.040\ \mathrm s}=40.2\ \mathrm{s^{-1}},\qquad
g^*=4\times5^{-5/4}=0.535 .
\]

The time constant at the peak is 24.9 ms, between the two sampling times. Solving \(e(T)=e^*\) gives 205.2 K. There \(kT=17.69\) meV, and the logarithmic slope \(d\ln e/dT\) is 0.120 K⁻¹.

Ten kelvin below the peak the rate is 11.4 s⁻¹ and \(g=0.327\): much of the trap charge is still present at the second sample. Ten kelvin above, the rate is 127 s⁻¹ and \(g=0.280\): most of it has left before the first.

**Corollary: energy and cross-section.** Since \(vN_c=BT^2\) with constant \(B\), each window gives a point on

\[
\ln\frac{e^*}{T_{\rm peak}^2}=\ln(\sigma B)-\frac{E}{kT_{\rm peak}} .
\]

The 2/10 ms window has \(e^*=201.18\) s⁻¹ and peaks at 219.54 K; the 50/400 ms window has \(e^*=5.941\) s⁻¹ and peaks at 190.39 K. The left sides, with rates in s⁻¹ and temperatures in K, are −5.479 and −8.716. The values of \(1/kT\) are 52.86 and 60.95 eV⁻¹. Hence

\[
E=\frac{8.716-5.479}{60.95-52.86}\ \mathrm{eV}=0.400\ \mathrm{eV}.
\]

For the cross-section, return to the 10/50 ms peak, where \(v=1.72\times10^7\) cm/s and \(N_c=1.55\times10^{19}\) cm⁻³:

\[
\sigma=\frac{e^*\exp(E/kT)}{vN_c}
\approx\frac{40.2}{2.68\times10^{26}\times1.50\times10^{-10}}\ \mathrm{cm^2}
=1.0\times10^{-15}\ \mathrm{cm^2}.
\]

These peak temperatures were located by maximizing the sampled difference, without using the rate-window formula, so the recovered input values test the condition. A common wrong factor in all \(e^*\) would leave the slope unchanged and spoil \(\sigma\).

## Proposition 1: the edge layer changes the amplitude

Near the depletion edge the bands have bent too little to lift the trap level above the Fermi level, and traps there stay filled. At distance \(s\) from the edge the bending energy is \(q^2N_Ds^2/2\varepsilon\). Setting it equal to \(E_F-E_T\) in the neutral region gives the layer thickness

\[
\lambda=\sqrt{\frac{2\varepsilon(E_F-E_T)}{q^2N_D}} .
\]

If the pulse is long enough to fill them all, the traps that take part lie between \(W_p-\lambda\) and \(W-\lambda\). To first order in \(\nu\), constant voltage requires the extra donor charge to compensate the filled traps:

\[
N_DW\,\delta W=\frac{N_Ty}{2}\left[(W-\lambda)^2-(W_p-\lambda)^2\right].
\]

Since \(\delta C/C=-\delta W/W\),

\[
\Delta C_0=-\frac{C_\infty\nu f}{2},\qquad
f=\frac{(W-\lambda)^2-(W_p-\lambda)^2}{W^2}.
\]

Here \(E_F-E_T\approx0.40-0.171=0.229\) eV, if the entropy part of the level energy is ignored. The lengths are \(W=2698\) nm, \(W_p=902\) nm and \(\lambda=545\) nm. Thus \(f=(2153^2-357^2)/2698^2=0.619\).

A numerical solution of the charge balance with these boundaries gives \(C_\infty=38.3\) pF for an area of 1 mm², and a peak signal of −63.7 fF. Reading the trap density with \(f=1\) gives

\[
N_T=\frac{2N_D|S|}{C_\infty g^*}
=\frac{2\times10^{15}\times0.0637}{38.3\times0.535}\ \mathrm{cm^{-3}}
=6.2\times10^{12}\ \mathrm{cm^{-3}},
\]

38% below the input. Without the edge layer \(f\) would be \(1-\rho=0.888\), so the traps at \(x<W_p\) account for about 11 percentage points of the deficit and the layer for the other 27. Division by \(f\) restores \(1.00\times10^{13}\) cm⁻³. In this sharp-boundary model the layer affects the density, not the rate of the traps that emit.

The boundary is not truly sharp. Where the level crosses the Fermi level, capture is as fast as emission. The bending changes by \(kT\) over about \(\lambda kT/[2(E_F-E_T)]=21\) nm there, small compared with the 1796 nm of emitting material. The effect on the trap density is therefore small. The traps in this strip, however, relax at the sum of the capture and emission rates, faster than the rest, and this moves the peak slightly to lower temperature.

## Proposition 2: first-order shifts of the peak

Both shifts use \(h=t_1\exp(-e^*t_1)=t_2\exp(-e^*t_2)\), an equality that restates \(g'(e^*)=0\). It gives

\[
g''(e^*)=t_1^2\exp(-e^*t_1)-t_2^2\exp(-e^*t_2)=-h(t_2-t_1),
\]
\[
g^*=\frac h{t_1}-\frac h{t_2}=\frac{h(t_2-t_1)}{t_1t_2}.
\]

**Finite trap density.** By Lemma 2 the signal is proportional to \(g(e)+\kappa g(2e)\), because \(y^2=\exp(-2et)\). Its maximum at \(e^*+\delta e\) satisfies \(g''(e^*)\delta e+2\kappa g'(2e^*)=0\). Also

\[
g'(2e^*)=h[\exp(-e^*t_2)-\exp(-e^*t_1)]=-hg^* .
\]

Therefore \(\delta e=-2\kappa g^*/(t_2-t_1)\), or

\[
\frac{\delta e}{e^*}=-\frac{2\kappa g^*}{\ln r}.
\]

With \(\nu=0.01\) and \(\rho=0.112\), \(\kappa=0.00334\) and the shift is −0.22% of \(e^*\). Direct maximization of the square-root form gives −0.22% as well. This value belongs to the model of Lemma 2, which has no edge layer. With the layer, the second-order term depends on whether traps at the boundary refill as \(W\) shrinks. A sharp boundary that follows \(W\) gives \(\kappa=\nu[(W-\lambda)/W-3f/4]\) and again −0.22%. A fixed boundary gives \(\kappa=-3\nu f/4\) and +0.31%. For this diode only the size, a few tenths of a percent, should be relied on.

**Amplitude that varies with temperature.** Let \(|\Delta C_0|\propto A(T)\). The maximum of \(A\,g\) obeys \(A'g+Ag'e'=0\), with \(A'=dA/dT\) and \(e'=de/dT\). To first order \(g'=g''e'\,\delta T\), so \((A'/A)g^*=h(t_2-t_1)e'^2\delta T\). Inserting \(g^*\),

\[
\delta T=\frac{A'/A}{t_1t_2\,e'^2}.
\]

In the example \(A\propto C_\infty f\), by Proposition 1. On warming, the Fermi level moves away from the conduction band and towards the trap level, which thins the edge layer and raises \(f\). The logarithmic derivative of \(C_\infty f\), taken numerically, is \(A'/A=1.05\times10^{-3}\) K⁻¹, and \(e'=40.2\times0.120=4.83\) s⁻¹ K⁻¹, so \(\delta T=0.09\) K. The true rate at the displaced peak is 1.1% above \(e^*\). An Arrhenius fit to five such peaks returns 0.3996 eV and \(9.7\times10^{-16}\) cm²: the energy is nearly untouched, while the cross-section falls by 3%. These numbers hold for sharp boundaries and complete filling. Capture in the blurred strip at the boundary shifts the peak the other way by at least as much, so they show how sensitive the fit is and are not a correction to apply to measured peaks.

## Proposition 3: an estimate of field-assisted emission

An electric field \(F\) lets electrons tunnel through the top of the barrier. The thermal density matrix of an electron of mass \(m\) in the potential \(qFx\), with \(\beta=1/kT\), is

\[
R=\sqrt{\frac{m}{2\pi\hbar^2\beta}}
\exp\!\left[-\frac{m(x-x')^2}{2\hbar^2\beta}
-\frac{\beta qF(x+x')}2+\frac{\beta^3\hbar^2q^2F^2}{24m}\right].
\]

It must satisfy \(\partial_\beta R=(\hbar^2/2m)\partial_x^2R-qFxR\). After division by \(R\), the derivative term on the right is

\[
\frac{m(x-x')^2}{2\hbar^2\beta^2}+\frac{qF(x-x')}2
+\frac{\beta^2\hbar^2q^2F^2}{8m}-\frac1{2\beta}.
\]

Subtracting \(qFx\) turns the second term into \(-qF(x+x')/2\), and the sum equals \(\partial_\beta\ln R\). As \(\beta\to0\), \(R\) becomes a delta function, as required.

At \(x=x'\), \(R\) is the classical density times \(\exp[\hbar^2q^2F^2/24m(kT)^3]\). If capture per electron is unchanged, detailed balance multiplies \(e\) by the same factor. This is an estimate, since it ignores the structure of the trap.

At the highest field in the diode, 0.042 MV/cm, and with silicon's light transverse mass, the factor is 1.05. If every trap saw that field, the peak would move down by 0.44 K. The actual field varies with depth, so the rates differ slightly and the transient is no longer a single exponential.

## Beside real silicon diodes

The trap parameters are round values in the regime of the divacancy acceptor in silicon, roughly 0.4 eV and \(10^{-15}\) cm²; they are not a measurement of it, and the real defect's second acceptor level, near 0.23 eV below the conduction band and occupied in neutral material at this Fermi level, is left out. Once the correct rate has been assigned, the largest error sized above for this diode comes from reading the density with \(f=1\), as if every trap in the depletion layer responded: the result is 38% too low. The effects sized above move the rate at the peak, or the emission rate itself, by about 5% or less. The ratio of the hole emission rate to the electron emission rate is of order \(10^{-8}\), for equal prefactors and a gap of roughly 1.1 eV. The field is well below a rough breakdown value of 0.3 MV/cm. Capture in neutral material takes 58 ns, far less than the 1 ms pulse. Inside the edge layer it slows, reaching the emission time of about 25 ms at \(W_p-\lambda\), so a 1 ms pulse leaves part of that layer unfilled. This lowers the signal by about 1%.

Replacing silicon's anisotropic mass by one isotropic density-of-states mass (1.06 electron masses, with all six valleys included) raises the calculated peak temperature by 5.9 K, with the sampling times and \(\sigma\) held fixed. The rate at the peak stays at 40.2 s⁻¹, because \(e^*\) depends on the sampling times alone. A donor trap needs more care: it leaves a positive charge behind, and the field lowers the resulting Coulomb barrier, an effect absent at leading order for the acceptor treated here. The remaining windows and diode values are in the numerical output.

## Calculated quantities

```
Input E = 0.40 eV, sigma = 1.0e-15 cm2
Input N_D = 1.0e+15 cm^-3, N_T = 1.0e+13 cm^-3
Input t1 = 10 ms, t2 = 50 ms, r = 5.0
Input reverse bias 5.0 V, pulse bias 0.0 V
Input barrier 0.80 V, area 1.0 mm2
Input relative permittivity 11.7
Input masses: long. 0.92, transv. 0.19 m0
Density-of-states mass (six valleys) = 1.061 m0
Rate at peak e* = 40.236 s^-1
Time constant at peak 1/e* = 24.853 ms
Peak height |S|/|dC0| = 0.5350
Peak temperature = 205.23 K
kT at peak = 17.69 meV
Nc at peak = 1.553e+19 cm^-3
Mean speed at peak = 1.724e+07 cm/s
d(ln e)/dT at peak = 0.1200 K^-1
At peak -10 K: e = 11.43 s^-1, |S|/|dC0| = 0.3273
At peak +10 K: e = 126.57 s^-1, |S|/|dC0| = 0.2803
Window 2/10 ms: e* = 201.180 s^-1, T = 219.54 K
Window 5/50 ms: e* = 51.169 s^-1, T = 207.25 K
Window 10/50 ms: e* = 40.236 s^-1, T = 205.23 K
Window 20/60 ms: e* = 27.465 s^-1, T = 202.09 K
Window 50/400 ms: e* = 5.941 s^-1, T = 190.39 K
Arrhenius fit: E = 0.4000 eV, sigma = 1.000e-15 cm2
Built-in voltage = 0.629 V
E_C - E_F = 0.171 eV
Widths: W = 2698 nm, W_p = 902 nm
Edge layer lambda = 545 nm
rho = 0.1118, amplitude factor f = 0.6195
C_inf = 38.325 pF
First-order dC0 = -118.71 fF
Peak signal C(t1)-C(t2) = -63.68 fF
N_T read with f = 1: 6.211e+12 cm^-3
N_T read with edge factor: 1.003e+13 cm^-3
Finite N_T/N_D, rate shift: formula -0.222 %, direct -0.223 %
d(ln A)/dT of amplitude = 1.05e-03 K^-1
Amplitude A(T), peak shift: formula 0.0905 K, direct 0.0903 K
True rate at that peak / e* = 1.0109
Arrhenius fit with A(T): E = 0.3996 eV, sigma = 9.684e-16 cm2
Highest field = 0.0417 MV/cm (rough breakdown 0.3 MV/cm)
Tunnelling factor on e at highest field = 1.0540
Peak shift if all traps saw that field = -0.44 K
Hole/electron emission, equal prefactors = 4.3e-08 (rough gap 1.1 eV)
Capture time = 58.0 ns, filling pulse = 1.0 ms
Neutral donor fraction = 1.6e-03 (rough depth 0.045 eV)
Peak shift with one isotropic mass = 5.92 K
```
